Donor sheet density for 0.7 V band bending in gallium arsenide

**Question**

I am stuck on an exercise about band bending. A thin sheet of donors lies 10 nm below the surface of a gallium arsenide crystal that is otherwise undoped. I have to find the donor density per unit area that by itself supports 0.7 V of surface band bending.

The depletion formula I know is V = q n W²/(2ε), but it needs a volume density n, and here all the donors are in one plane. If I spread them evenly over the 10 nm, I get one answer. I also tried the field of a charged sheet, σ/(2ε), multiplied by 10 nm. That gives the same number, which made me confident until a friend said that both are wrong by a factor of two. Where does the factor come from? And how far can I trust the result for a real sample, where "undoped" never means perfectly empty?

**Answer**

Your friend is right. Each attempt loses a factor of two for its own reason, and both reasons appear once the charges are listed.

**The charges and the field**

Let x run from the surface (x = 0) into the crystal. Let q > 0 be the elementary charge, ε = ε_r ε₀ the permittivity, d the sheet depth and N the number of donors per area. I assume that every donor is ionised, that no external field acts on the surface, and that the crystal holds no other charge. The electrons given up by the donors must then sit in surface states. Neutrality fixes the two charges per area:

sheet: +qN
surface: −qN

A charged plane of density σ produces a field of magnitude σ/(2ε) on each side. This is the formula you used, but there are two planes. Between them, the field of the positive sheet points towards the surface, and so does the field of the negative surface charge. They add:

F = qN/(2ε) + qN/(2ε) = qN/ε, for 0 < x < d.

Behind the sheet the two fields are opposite and cancel:

F = 0, for x > d.

Your second attempt left out the surface charge, and with it half the field.

**From the field to the band bending**

The field points towards the surface, so the electrostatic potential is lower there than at the sheet. An electron has charge −q, so its energy is higher at the surface. The conduction edge therefore falls in a straight line from the surface to the sheet and is flat behind it. The drop, in volts, is field times distance:

V = F d = qNd/ε.

Solving for the density gives

N = εV/(qd).

"By itself supports" has a definite meaning here: all field lines that start on the donors end on the surface, and no other charge shares the drop.

**The numbers**

Take ε_r = 12.9, a rough value for gallium arsenide at room temperature. Then q/ε = 1.4027 V nm, and

N = V/[(q/ε) d] = 0.70 V/(1.4027 V nm × 10 nm) = 0.0499 nm⁻².

Since 1 nm⁻² = 10¹⁴ cm⁻², the answer to the exercise is

N ≈ 5.0 × 10¹² cm⁻².

The field is 0.70 V/10 nm = 0.70 MV/cm, and the surface carries a charge of magnitude 0.80 μC/cm².

At fixed bending, N varies as 1/d. A depth of 9 nm requires 5.5 × 10¹² cm⁻², and a depth of 11 nm requires 4.5 × 10¹² cm⁻². As d goes to zero the required density grows without limit, because a pair of opposite charges in the same plane produces no potential step.

**Why spreading the donors changes the answer**

Suppose the donors have a volume density n(x) with total N per area. With zero field deep inside, the field at x comes from the donors lying deeper than x:

F(x) = (q/ε) ∫ₓ^∞ n(x′) dx′.

The bending is the integral of F from the surface inwards:

V = (q/ε) ∫₀^∞ dx ∫ₓ^∞ n(x′) dx′.

Exchange the order of integration. A donor at x′ contributes for all x between 0 and x′, an interval of length x′. Hence

V = (q/ε) ∫₀^∞ x′ n(x′) dx′ = qN⟨x⟩/ε,

where ⟨x⟩ is the mean donor depth. For a sheet, ⟨x⟩ = d. For uniform doping from the surface to d, ⟨x⟩ = d/2, and with N = nd this gives

V = (q/ε)(nd)(d/2) = q n d²/(2ε).

That is your depletion formula with W = d. The same 5.0 × 10¹² donors per cm², spread evenly over the 10 nm, support 0.35 V. Reaching 0.7 V that way takes twice as many.

A symmetric spread about 10 nm costs nothing if the bending is measured from the surface to a point behind the whole layer, because the mean depth is unchanged. Double integration of a Gaussian profile with an rms width of 1 nm again gives 0.7000 V. What matters is where the centre of the layer lies.

**The same result from Coulomb's law**

The sheet consists of point charges, and you can check the result by adding their potentials. Treat the surface as an equipotential, which means that its electrons can rearrange freely. A donor at depth d then acts together with an image charge −q at height d above the surface. At a point a distance z behind the sheet and a lateral distance r from the donor, the pair gives

φ₁ = (q/4πε)(1/A − 1/B),
A = √(r² + a²), B = √(r² + b²), a = z, b = z + 2d.

Averaging over donor positions means integrating over rings of area 2πr dr with N donors per area:

⟨φ⟩ = (qN/2ε) ∫₀^∞ (r/A − r/B) dr.

The integral of r/A is A, and that of r/B is B. The difference A − B vanishes at large r and equals a − b at r = 0, so the integral is b − a = 2d. Therefore

⟨φ⟩ = (qN/2ε)(2d) = qNd/ε.

The distance z has dropped out, so the average potential is flat behind the sheet. Numerical integration at 1, 10 and 40 nm behind it gives 0.7000 V each time.

**Where the Fermi level lies**

To judge a real sample we need the position of the Fermi level. Suppose that surface states hold it 0.80 eV below the conduction edge at the surface, near the middle of the 1.42 eV gap. With 0.70 V of bending, the conduction edge at the sheet is

0.80 eV − 0.70 eV = 0.10 eV

above the Fermi level. At 300 K, kT = 25.85 meV, so the edge is about four kT up and Boltzmann statistics will serve. With an electron mass of 0.067 free-electron masses, the electron density there is n_s = 9.1 × 10¹⁵ cm⁻³.

This also shows where the linear law ends. With the surface level held fixed, V = qNd/ε would bring the conduction edge at the sheet down to the Fermi level at

N = (0.80/0.70) × 5.0 × 10¹² cm⁻² ≈ 5.7 × 10¹² cm⁻².

As the density approaches this value, electrons gather near the sheet. They neutralise part of the donor charge, and the bending falls below qNd/ε.

**Charge behind the sheet**

Undoped layers contain some residual impurities. Take 10¹⁵ cm⁻³ acceptors as a rough figure. Both these acceptors and the thermal electrons are negative, so some field lines from the donors now run into the substrate.

Let w(x) be the height of the conduction edge above its value at the sheet, in volts. Since w is minus the electrostatic potential plus a constant, Poisson's equation for x > d reads

w″ = (q/ε)(p − n − N_A),

with electron density n, hole density p and acceptor density N_A. Multiply by w′. The left side becomes half the derivative of w′². Now integrate from just behind the sheet, where w = 0 and w′ = F_b, to the neutral interior, where w = V_s and w′ = 0:

−F_b²/2 = (q/ε)[∫p dw − ∫n dw − N_A V_s].

In equilibrium n = n_s exp(−qw/kT), so

∫n dw = (kT/q)(n_s − n_deep) ≈ (kT/q) n_s.

The holes increase as exp(+qw/kT) until they balance the acceptors, so

∫p dw ≈ (kT/q) N_A.

The dropped terms are the electron density deep inside and the hole density at the sheet, both negligible here. Changing the overall sign and multiplying by two gives

F_b² = (2q/ε)[N_A V_s + (kT/q)(n_s − N_A)].

For a hole mass of 0.5 free-electron masses, the substrate bending is V_s = 1.085 V. In units of nm and V, N_A = 1.0 × 10⁻⁶ nm⁻³ and n_s = 9.09 × 10⁻⁶ nm⁻³, so

F_b² = 2 × 1.4027 × [1.085 + 0.02585 × (9.09 − 1.0)] × 10⁻⁶ V²/nm²
= 3.63 × 10⁻⁶ V²/nm²,

F_b = 0.00191 V/nm = 0.0191 MV/cm.

At the sheet, Gauss's law now requires qN_total/ε = F + F_b. The front field F must remain V/d, so the extra donors are

ΔN = εF_b/q = 0.00191/1.4027 nm⁻² ≈ 1.4 × 10¹¹ cm⁻².

This is 2.7 % of the ideal density and raises it to about 5.13 × 10¹² cm⁻². The estimate assumes that the acceptor-containing region is thick enough to become neutral. The depleted part alone reaches about √(2εV_s/(qN_A)) ≈ 1.2 μm behind the sheet, so a thinner layer on a different substrate needs its own calculation.

I tested this against a numerical solution of the full Poisson equation, with electrons, holes and acceptors included and the surface level fixed at 0.80 eV. The corrected density gives 0.6999 V. The uncorrected density gives 0.682 V, a shortfall of 18 mV.

**A substrate with no acceptors**

Even without impurities, the band behind the sheet is flat only locally. Set N_A = 0 and keep the electrons. Applying the same integration from any point with height w gives

w′ = F₀ exp(−qw/2kT), F₀ = √(2kT n_s/ε).

Separating the variables, with z measured from the sheet,

(2kT/q)[exp(qw/2kT) − 1] = F₀z,

w = (2kT/q) ln[1 + qF₀z/(2kT)].

The numbers above give F₀ = √(2 × 1.4027 × 0.02585 × 9.09 × 10⁻⁶) V/nm = 0.00081 V/nm. The edge has risen by about 8 mV at 10 nm behind the sheet and by about 49 mV at 100 nm. The extra donors needed are F₀ε/q ≈ 5.8 × 10¹⁰ cm⁻², or 1.2 % of N. This solution applies as long as holes are negligible. It also shows why the bending in your exercise should be measured from the surface to the sheet: in a thick undoped crystal the edge slowly climbs again.

**Are all the donors ionised?**

For an isolated donor in this material, the hydrogen model gives a binding energy of 5.5 meV and a radius of 10.2 nm. If such levels existed here, they would lie about 0.0945 eV above the Fermi level. With the usual spin factor of two, their occupation would be

1/[1 + ½ exp(0.0945/0.02585)] ≈ 5 %.

That would be a larger correction than the substrate charge. But the isolated-donor picture does not fit this sheet. The typical spacing N^(−1/2) is 4.5 nm, less than half the orbital radius. Moreover, the average of the fields on the two sides of the ideal sheet is 0.35 MV/cm, while the binding energy divided by q and the radius gives a field scale of 0.0054 MV/cm. A field some 65 times larger strongly distorts the isolated bound state. It does not prove that no bound state remains, because the strong field acts only on the surface side of the sheet, and an electron behind the sheet feels almost none of it. I therefore keep full ionisation as a starting assumption. This comparison of scales is not a calculation of the donor states.

Confinement also affects the few electrons near the sheet. The steep front ramp and the weak back field form a shallow well. Taking the back field as constant, its lowest level lies 24.5 meV above the bottom, which is about kT. The classical value of n_s is therefore only a rough guide. Its influence on the result is small: dropping the electron term from F_b² altogether lowers ΔN from 1.36 × 10¹¹ to 1.23 × 10¹¹ cm⁻², and doubling n_s raises it to 1.48 × 10¹¹ cm⁻². Doubling is not an upper limit, because the random donor positions treated in the next section can raise the electron number by more than that. Five times n_s gives about 1.8 × 10¹¹ cm⁻² and ten times gives about 2.2 × 10¹¹ cm⁻², or 3.6 % and 4.4 % of N.

**The donors are not a smooth sheet**

The Coulomb sum gave the average potential. If the donors are placed independently at random, the potential varies from place to place. The number in a small area dS has variance N dS, so the variance of the total potential is

σ² = N ∫₀^∞ φ₁² 2πr dr
= 2πN (q/4πε)² ∫₀^∞ r(1/A² + 1/B² − 2/AB) dr.

The integrand is the derivative of ln A + ln B − 2 ln(A + B), as you can verify from A′ = r/A and B′ = r/B. At large r this function tends to ln(1/4), because A and B become equal. At r = 0 it is ln[ab/(a + b)²]. Subtracting,

σ = (q/4πε) √{2πN ln[(a + b)²/(4ab)]}.

At 10 nm behind the sheet, a = 10 nm and b = 30 nm. The logarithm is ln(1600/1200) = 0.288, and

σ = (1.4027/4π) × √(2π × 0.0499 × 0.288) V ≈ 0.034 V.

Direct sampling of 3000 random arrangements gives 34.1 mV, against 33.5 mV from the formula. At this distance the rms variation is about 5 % of the 0.7 V drop. It is larger nearer the sheet (the formula gives 48 mV at 5 nm) and smaller farther away. It does not change the average potential of the donors for fixed N, but within about 15 nm of the sheet it exceeds kT/q, so electrons there will favour the spots where their energy is low. For a Gaussian spread, Boltzmann weighting multiplies the mean electron density by exp[q²σ²/(2(kT)²)], about 2.3 at 10 nm and 5.6 at 5 nm. The uniform electron density is therefore likely to be too low by a factor of several, and the extra electrons add to ΔN. Screening by those electrons is left out of σ.

**Does a field of 0.7 MV/cm cause breakdown?**

The field is above the roughly 0.4 MV/cm associated with avalanche breakdown in thick gallium arsenide. The total drop matters too, however. An electron that crosses from the surface to the sheet gains at most 0.70 eV from the field, less than the 1.42 eV needed to create an electron–hole pair. Avalanche multiplication is not expected in this structure at this bending.

Band-to-band tunnelling would require filled valence states at the same energy as empty conduction states. Between the surface and the sheet, the valence edge is highest at the surface, 0.62 eV below the Fermi level, while the conduction edge at the sheet is 0.10 eV above it. The two are separated by 0.72 eV. Deep in the substrate with acceptors the valence edge lies higher, at 1.42 eV − (0.10 + 1.085) eV ≈ 0.2 eV below the Fermi level, but that is still below the conduction edge at the sheet. The energies do not overlap in either case.

Electrons can tunnel between the conduction edge at the sheet and surface states through the triangular barrier. At a distance y from the sheet towards the surface, the barrier height is qFy. For electron mass m, the WKB exponent is

2 ∫₀^d √(2mqFy)/ħ dy = (4/3) d √(2mqV)/ħ,

where I used ∫√y dy = (2/3)d^(3/2) and Fd = V. It equals 14.8, so the transmission is about 4 × 10⁻⁷. This assumes a parabolic band, which is poor near the middle of the gap. A simple two-band model replaces qFy under the root by qFy(1 − qFy/E_g), where E_g is the gap. The exponent then falls to about 12.4 and the transmission rises to about 4 × 10⁻⁶, so only the rough order of magnitude is meaningful. Tunnelling helps the surface and the sheet exchange electrons, but in equilibrium it does not alter the charge balance used above.

**Beside a real sample**

The parameters are in a realistic range. Free gallium arsenide surfaces often have their Fermi level held near midgap, and silicon sheet doping between about 10¹² and 10¹³ cm⁻² is practicable. These are rough figures. N counts active, ionised donors, so the number of silicon atoms deposited must be larger if some are inactive. The depth also needs care: if the centre of the layer is off by 1 nm, the density needed for 0.7 V moves by about 10 %. For the values used here, that outweighs the 2.7 % taken by the substrate. That figure rests on the assumed surface level of 0.80 eV. With the level at 0.75 eV the correction is about 4 %. At 0.70 eV the conduction edge at the sheet reaches the Fermi level, Fermi–Dirac statistics are needed, and the correction is about 8 %. An error in ε_r enters N in direct proportion. For a sample of this kind I would quote 5 × 10¹² cm⁻² and leave off further digits, since the depth, the permittivity, the surface Fermi level, the residual charge and the fraction of ionised donors would all have to be known well to justify them. The material values and the main results are listed in the numerical output below.

Numbers as computed

```
Band bending V: 0.70 V
Sheet depth d: 10.0 nm
Relative permittivity (rough): 12.9
q/eps: 1.4027 V nm
Donor sheet density N: 4.990e+12 cm^-2
Donor sheet density N: 0.0499 nm^-2
Field between surface and sheet: 0.700 MV/cm
Surface charge magnitude: 0.800 uC/cm2
N if depth is 9 nm: 5.545e+12 cm^-2
N if depth is 11 nm: 4.537e+12 cm^-2
Coulomb-sum bending 1, 10, 40 nm behind sheet: 0.7000, 0.7000, 0.7000 V
Bending, same N spread with 1 nm rms width: 0.7000 V
Bending, same N uniform from 0 to d: 0.350 V
Temperature: 300 K; kT: 25.85 meV
Electron mass (rough): 0.067 m_e; hole mass: 0.5 m_e
Band gap (rough): 1.42 eV
Surface conduction edge above Fermi level: 0.80 eV
Conduction edge at sheet above Fermi level: 0.10 eV
Surface valence edge from Fermi level: -0.62 eV
Residual acceptors (rough): 1.0e+15 cm^-3
Thermal electron density at sheet: 9.09e+15 cm^-3
Substrate bending behind sheet: 1.085 V
Back field behind sheet: 0.0191 MV/cm
Extra donors needed: 1.36e+11 cm^-2
Extra donors relative to N: 2.7 %
Corrected donor density: 5.126e+12 cm^-2
Full Poisson bending with N: 0.6819 V
Full Poisson bending with corrected N: 0.6999 V
Rms potential from random donors, 10 nm behind: 33.5 mV
Same rms from direct sampling: 34.1 mV
Mean donor spacing N^(-1/2): 4.48 nm
Hydrogenic donor radius: 10.19 nm
Hydrogenic donor binding energy: 5.48 meV
Donor binding field: 0.0054 MV/cm
Mean field at the sheet plane: 0.350 MV/cm
Lowest level above well bottom: 24.5 meV
WKB exponent of barrier: 14.79
WKB transmission of barrier: 3.8e-07
```
